**Adiabatic connection of helium at fixed density**

The program tests that W(λ) = ⟨V_ee⟩_λ − U never rises with the coupling λ, and that W(λ) = E_x + d/dλ{λ²E_c[n_{1/λ}]}. Here U, E_x and E_c are the Hartree, exchange and correlation energies, and n_γ(r) = γ³n(γr) is the scaled density. The reference is full configuration interaction in a finite Gaussian basis, with the density held fixed through the moments of a few smooth potentials. The program asserts the strict decrease of W at five couplings, the variational inequalities behind it, and the agreement of the coupling integral with the energy difference. It also asserts the scaling laws at λ = 1/2, within 0.0005 hartree for the correlation energy and 0.001 hartree for the mean repulsion. For LDA, PBE and LYP it compares the closed formula for the correlation integrand with numerical derivatives, and the area under the integrand with E_c. The output gives a reference E_c of −0.0416 hartree and a kinetic part of 0.0364 hartree, and all three approximate integrands decrease on the grid used. A model functional proportional to −∫n^{3/2} has a rising integrand, so approximations do not inherit the exact property automatically.

## Numerical check

```python
"""Adiabatic connection at fixed density, tested on the helium atom.

Result under test, in Hartree atomic units:
  W(lam) = <Psi_lam|Vee|Psi_lam> - U[n] never increases with lam, and
  W(lam) = Ex[n] + d/dlam { lam^2 Ec[n_(1/lam)] }.
Psi_lam minimizes <T + lam Vee> among states of density n; U is the Hartree
energy; n_g(r) = g^3 n(g r) is the scaled density; Ex, Ec are exchange and
correlation energies.  F(lam) is the minimum of <T + lam Vee>.
The density is held fixed through the moments of a few smooth potentials:
F(lam) = max over v of { E0[T + lam Vee + v] - integral v n },
where v is a fixed nuclear term -Z/r plus a combination of these potentials.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.special import erf
from pyscf import gto, dft

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---------- one-electron basis and two-electron singlet S states ----------
RATIO = 2.6
SHELLS = {0: (0.10, 11), 1: (0.25, 6), 2: (0.60, 4), 3: (1.50, 2)}
basis = [[l, [first * RATIO**k, 1.0]]
         for l, (first, count) in SHELLS.items() for k in range(count)]
mol = gto.M(atom="He 0 0 0", basis={"He": basis}, verbose=0)
nao = mol.nao_nr()
loc = mol.ao_loc_nr()
members = {l: [] for l in SHELLS}
for shell in range(mol.nbas):
    members[mol.bas_angular(shell)].append(
        list(range(loc[shell], loc[shell + 1])))
members = {l: np.array(rows) for l, rows in members.items()}

overlap = mol.intor("int1e_ovlp")
ortho = np.zeros((nao, nao))
for l, rows in members.items():
    for m in range(2 * l + 1):
        block = np.ix_(rows[:, m], rows[:, m])
        val, vec = np.linalg.eigh(overlap[block])
        ortho[block] = (vec / np.sqrt(val)) @ vec.T
assert np.allclose(ortho.T @ overlap @ ortho, np.eye(nao), atol=1e-8)

pairs = []
for l, rows in members.items():
    for a in range(len(rows)):
        for b in range(a, len(rows)):
            amp = np.zeros((nao, nao))
            amp[rows[a], rows[b]] += 1.0
            amp[rows[b], rows[a]] += 1.0
            pairs.append(amp / np.linalg.norm(amp))
pairs = np.array(pairs)
npair = len(pairs)


def one_body(matrix_ao):
    """Matrix of h(1) + h(2) between the two-electron states."""
    h = ortho.T @ matrix_ao @ ortho
    return 2 * pairs.reshape(npair, -1) @ (h @ pairs).reshape(npair, -1).T


def density_matrix(state):
    amp = np.tensordot(state, pairs, 1)
    return ortho @ (2 * amp @ amp.T) @ ortho.T


eri = mol.intor("int2e").reshape(nao, nao, nao, nao)
pairs_ao = (ortho @ pairs @ ortho.T).reshape(npair, -1)
reordered = eri.transpose(0, 2, 1, 3).reshape(nao**2, nao**2)
vee = pairs_ao @ (reordered @ pairs_ao.T)
del reordered
kinetic = one_body(mol.intor("int1e_kin"))

# ---------- quadrature grid and the smooth local potentials ----------
grids = dft.gen_grid.Grids(mol)
grids.atom_grid = (100, 110)
grids.prune = None
grids.build()
points, weights = grids.coords, grids.weights
radius = np.linalg.norm(points, axis=1)
ao = dft.numint.eval_ao(mol, points, deriv=1)


def smeared_coulomb(beta):
    """AO matrix of erf(sqrt(beta) r)/r."""
    values = weights * erf(np.sqrt(beta) * radius) / radius
    return ao[0].T @ (values[:, None] * ao[0])


inverse_r = -mol.intor("int1e_nuc") / 2.0      # helium nuclear charge is 2
nuclear = one_body(inverse_r)
betas = 0.1 * 3.0 ** np.arange(7)
smooth = np.array([one_body(smeared_coulomb(b)) for b in betas])


def curvature(energy, states, matrices):
    """Second derivatives of the ground energy with respect to v."""
    up = (matrices @ states[:, 0]) @ states[:, 1:]
    return -2 * (up / (energy[1:] - energy[0])) @ up.T


def equal_response_modes(charge):
    """Combinations of the smooth potentials with unit response.

    Combinations to which the density hardly responds are dropped."""
    energy, states = np.linalg.eigh(kinetic + vee - charge * nuclear)
    val, vec = np.linalg.eigh(-curvature(energy, states, smooth))
    strong = val > 1e-5 * val.max()
    return vec[:, strong] / np.sqrt(val[strong])


def constrained_search(coupling, charge, mix, moments, nuc_moment, coef):
    """Maximize E0[v] - integral v n; return F, state, coefficients."""
    modes = np.tensordot(mix.T, smooth, 1)
    target = mix.T @ moments
    fixed = kinetic + coupling * vee - charge * nuclear

    def solve(c):
        return np.linalg.eigh(fixed + np.tensordot(c, modes, 1))

    energy, states = solve(coef)
    start = (modes @ states[:, 0]) @ states[:, 0]
    for part in (0.25, 0.5, 0.75, 1.0):        # lead the moments to target
        goal = start + part * (target - start)
        for _ in range(100):
            ground = states[:, 0]
            gradient = (modes @ ground) @ ground - goal
            if np.abs(gradient).max() < 1e-7:
                break
            step = -np.linalg.solve(curvature(energy, states, modes), gradient)
            value, gain, size = energy[0] - coef @ goal, gradient @ step, 1.0
            while size > 1e-8:
                trial = coef + size * step
                new_energy, new_states = solve(trial)
                rise_found = new_energy[0] - trial @ goal - value
                if rise_found >= 1e-4 * size * gain - 1e-9:
                    break
                size /= 2
            coef, energy, states = trial, new_energy, new_states
        else:
            raise AssertionError(
                f"density constraint not reached: coupling {coupling}, "
                f"part {part}, gradient {np.abs(gradient).max():.1e}, "
                f"step size {size:.1e}, modes {len(coef)}")
    return energy[0] - coef @ target + charge * nuc_moment, states[:, 0], coef


# ---------- helium density, then the connection at that density ----------
energies, vectors = np.linalg.eigh(kinetic + vee - 2.0 * nuclear)
psi = vectors[:, 0]
dm = density_matrix(psi)
moments = np.array([psi @ g @ psi for g in smooth])
nuc_moment = psi @ nuclear @ psi
coulomb = (eri.reshape(nao**2, nao**2) @ dm.ravel()).reshape(nao, nao)
hartree = 0.5 * np.sum(dm * coulomb)
del eri
exchange = -0.5 * hartree                      # two electrons, one orbital


def density_on_grid(matrix):
    half = ao[0] @ matrix
    return np.array([np.sum(half * ao[0], axis=1)]
                    + [2 * np.sum(half * ao[k], axis=1) for k in (1, 2, 3)])


rho_all = density_on_grid(dm)
electrons = weights @ rho_all[0]
assert abs(electrons - 2) < 1e-5

lams = np.array([0.0, 0.25, 0.5, 0.75, 1.0])
F, W, mismatch = np.zeros(5), np.zeros(5), np.zeros(5)
mix = equal_response_modes(2.0)
coef = np.zeros(mix.shape[1])
for i in range(4, -1, -1):
    F[i], state, coef = constrained_search(lams[i], 2.0, mix, moments,
                                           nuc_moment, coef)
    W[i] = state @ vee @ state - hartree
    rho_i = density_on_grid(density_matrix(state))[0]
    mismatch[i] = weights @ np.abs(rho_i - rho_all[0])
assert mismatch.max() < 5e-3

# strict decrease, and both sides of the variational sandwich
assert np.all(np.diff(W) < -1e-3)
for i in range(5):
    for j in range(i + 1, 5):
        gap = lams[j] - lams[i]
        middle = F[j] - F[i] - gap * hartree
        assert gap * W[j] <= middle + 1e-6
        assert middle <= gap * W[i] + 1e-6
# coupling integral (five-point closed rule) against the energy difference
exc = F[4] - F[0] - hartree
exc_integral = np.array([7, 32, 12, 32, 7]) @ W / 90
assert abs(exc - exc_integral) < 2e-5
# start of the curve is exchange; F(0) is the one-orbital kinetic energy
assert abs(W[0] - exchange) < 5e-4
keep = rho_all[0] > 1e-11
rho, wts = rho_all[:, keep], weights[keep]
kin_orbital = wts @ (np.sum(rho[1:]**2, axis=0) / (8 * rho[0]))
assert abs(F[0] - kin_orbital) < 5e-4
ec_ref = exc - exchange
tc_ref = psi @ kinetic @ psi - F[0]
assert abs((W[4] - exchange) - (ec_ref - tc_ref)) < 1e-6

# ---------- scaling law: separate search for the contracted density ----------
lam_s = 0.5
g = 1 / lam_s
scaled_moments = np.array(
    [g * np.sum(dm * smeared_coulomb(b / g**2)) for b in betas])
mix_s = equal_response_modes(2.0 * g)
F_scaled, state_s, _ = constrained_search(
    1.0, 2.0 * g, mix_s, scaled_moments, g * nuc_moment,
    np.zeros(mix_s.shape[1]))
vee_scaled = state_s @ vee @ state_s
ec_lam_direct = F[2] - F[0] - lam_s * (hartree + exchange)
ec_scaled = F_scaled - g**2 * F[0] - g * (hartree + exchange)
ec_lam_scaling = lam_s**2 * ec_scaled
assert abs(ec_lam_direct - ec_lam_scaling) < 5e-4
assert abs((W[2] + hartree) - lam_s * vee_scaled) < 1e-3


# ---------- approximate functionals ----------
def functional(code, gamma):
    """E[n_gamma] and integral of 5f - 3 n f_n - 8 sigma f_sigma for it."""
    scaled = np.vstack([gamma**3 * rho[:1], gamma**4 * rho[1:]])
    is_lda = "LDA" in code
    eps, pot = dft.libxc.eval_xc(code, scaled[0] if is_lda else scaled,
                                 spin=0, deriv=1)[:2]
    f = eps * scaled[0]
    bracket = 5 * f - 3 * scaled[0] * pot[0]
    if not is_lda:
        bracket = bracket - 8 * np.sum(scaled[1:]**2, axis=0) * pot[1]
    return wts @ f / gamma**3, wts @ bracket / gamma**3


def integrand(code, lam):
    return lam * functional(code, 1 / lam)[1]


def slope(energy_of_gamma, lam, h=1e-3):
    """Central difference of lam^2 E[n_(1/lam)]."""
    up, down = lam + h, lam - h
    return (up**2 * energy_of_gamma(1 / up)
            - down**2 * energy_of_gamma(1 / down)) / (2 * h)


CODES = {"LDA": ",LDA_C_PW", "PBE": ",GGA_C_PBE", "LYP": ",GGA_C_LYP"}
nodes, node_weights = np.polynomial.legendre.leggauss(24)
u, uw = (nodes + 1) / 2, node_weights / 2      # lam = u^2
ec, ec_int, wc, rise = {}, {}, {}, {}
for name, code in CODES.items():
    ec[name] = functional(code, 1.0)[0]
    for lam in (0.3, 0.7, 1.0):
        numeric = slope(lambda x: functional(code, x)[0], lam)
        assert abs(numeric - integrand(code, lam)) < 2e-6
    ec_int[name] = sum(w * 2 * x * integrand(code, x * x)
                       for x, w in zip(u, uw))
    assert abs(ec_int[name] - ec[name]) < 2e-5
    wc[name] = [0.0] + [integrand(code, x) for x in lams[1:]]
    fine = [integrand(code, x) for x in np.linspace(0.02, 1, 50)]
    rise[name] = np.max(np.diff(fine))

# high-density behaviour: logarithmic in LDA, saturating in PBE
decade = {k: functional(CODES[k], 1e4)[0] - functional(CODES[k], 1e3)[0]
          for k in ("LDA", "PBE")}
log_law = -2 * (1 - np.log(2)) / np.pi**2 * np.log(10)
assert abs(decade["LDA"] / log_law - 1) < 0.05
assert abs(decade["PBE"]) < 5e-3

# a functional whose integrand rises: E = -C integral n^(3/2)
C_TOY = 0.01


def toy_energy(gamma):
    return -C_TOY * (wts @ (gamma**3 * rho[0])**1.5) / gamma**3


toy = [slope(toy_energy, lam, 1e-4) for lam in (0.25, 1.0)]
assert toy[1] > toy[0] and abs(toy[0] / toy[1] - 2) < 1e-4

# exchange scales linearly, so mixing only shifts the integrand
ex_pbe = functional("GGA_X_PBE,", 1.0)[0]
assert abs(functional("GGA_X_PBE,", 2.0)[0] - 2 * ex_pbe) < 1e-6
start_pbe0 = 0.25 * exchange + 0.75 * ex_pbe

# ---------- printed numbers ----------
print("Helium, full CI; energies in hartree unless a unit is given")
print("basis: (l, smallest exponent in bohr^-2, number of shells), ratio",
      RATIO)
print("  ", [(l, a, c) for l, (a, c) in SHELLS.items()])
print(f"orbitals {nao}, two-electron singlet S states {npair}")
print(f"potential modes in the density constraint: {mix.shape[1]}"
      f" (scaled density: {mix_s.shape[1]})")
print(f"total energy             {energies[0]:.5f}")
print(f"Hartree energy U         {hartree:.5f}")
print(f"exchange energy Ex=-U/2  {exchange:.5f}")
print(f"F(0) from search         {F[0]:.5f}")
print(f"F(0) from orbital formula {kin_orbital:.5f}")
print(f"F(1)                     {F[4]:.5f}")
print(f"largest density mismatch {mismatch.max():.1e} electrons")
print("lambda, W, and correlation part W-Ex (reference)")
for i in range(5):
    print(f"  {lams[i]:.2f}  {W[i]:.5f}  {W[i] - exchange:.5f}")
print(f"Exc from F(1)-F(0)-U     {exc:.5f}")
print(f"Exc from integral of W   {exc_integral:.5f}")
print(f"reference Ec  {ec_ref:.5f} = {ec_ref * HARTREE_EV:.3f} eV")
print(f"reference Tc  {tc_ref:.5f} = {tc_ref * HARTREE_EV:.3f} eV")
print(f"scaling test at lambda = {lam_s}, gamma = {g}")
print(f"  Ec^lambda direct         {ec_lam_direct:.5f}")
print(f"  lambda^2 Ec[n_gamma]     {ec_lam_scaling:.5f}")
print(f"  Ec[n_gamma]              {ec_scaled:.5f}")
print(f"  <Vee>_lambda direct      {W[2] + hartree:.5f}")
print(f"  lambda <Vee>_1[n_gamma]  {lam_s * vee_scaled:.5f}")
print("lambda, correlation integrand of LDA(PW), PBE, LYP")
for i in range(5):
    print(f"  {lams[i]:.2f}  " + "  ".join(f"{wc[k][i]:.5f}" for k in CODES))
print("functional: Ec, integral of W_c, Tc = Ec - W_c(1)")
for k in CODES:
    print(f"  {k}  {ec[k]:.5f}  {ec_int[k]:.5f}  {ec[k] - wc[k][4]:.5f}")
print("largest change of W_c per step 0.02 in lambda, 0.02 to 1")
print("  (negative: decreasing throughout)")
for k in CODES:
    print(f"  {k}  {rise[k]:.2e}")
print("change of Ec[n_gamma] from gamma = 1e3 to 1e4")
print(f"  LDA {decade['LDA']:.5f}, log law {log_law:.5f}, "
      f"PBE {decade['PBE']:.5f}")
print(f"toy functional, C = {C_TOY}: W_c(0.25) = {toy[0]:.5f}, "
      f"W_c(1) = {toy[1]:.5f}")
print(f"PBE exchange {ex_pbe:.5f}, PBE0 start of curve {start_pbe0:.5f}")
print("every check passed")
```

Running it gives:

```
Helium, full CI; energies in hartree unless a unit is given
basis: (l, smallest exponent in bohr^-2, number of shells), ratio 2.6
   [(0, 0.1, 11), (1, 0.25, 6), (2, 0.6, 4), (3, 1.5, 2)]
orbitals 63, two-electron singlet S states 100
potential modes in the density constraint: 5 (scaled density: 4)
total energy             -2.90317
Hartree energy U         2.04882
exchange energy Ex=-U/2  -1.02441
F(0) from search         2.86648
F(0) from orbital formula 2.86648
F(1)                     3.84931
largest density mismatch 7.2e-05 electrons
lambda, W, and correlation part W-Ex (reference)
  0.00  -1.02441  0.00000
  0.25  -1.04693  -0.02252
  0.50  -1.06726  -0.04285
  0.75  -1.08569  -0.06128
  1.00  -1.10243  -0.07802
Exc from F(1)-F(0)-U     -1.06598
Exc from integral of W   -1.06598
reference Ec  -0.04158 = -1.131 eV
reference Tc  0.03644 = 0.992 eV
scaling test at lambda = 0.5, gamma = 2.0
  Ec^lambda direct         -0.01108
  lambda^2 Ec[n_gamma]     -0.01078
  Ec[n_gamma]              -0.04312
  <Vee>_lambda direct      0.98155
  lambda <Vee>_1[n_gamma]  0.98217
lambda, correlation integrand of LDA(PW), PBE, LYP
  0.00  0.00000  0.00000  0.00000
  0.25  -0.07691  -0.02217  -0.02529
  0.50  -0.12020  -0.04297  -0.04647
  0.75  -0.15327  -0.06201  -0.06352
  1.00  -0.18046  -0.07942  -0.07744
functional: Ec, integral of W_c, Tc = Ec - W_c(1)
  LDA  -0.11236  -0.11236  0.06809
  PBE  -0.04183  -0.04183  0.03759
  LYP  -0.04378  -0.04378  0.03366
largest change of W_c per step 0.02 in lambda, 0.02 to 1
  (negative: decreasing throughout)
  LDA  -2.01e-03
  PBE  -1.34e-03
  LYP  -1.02e-03
change of Ec[n_gamma] from gamma = 1e3 to 1e4
  LDA -0.14304, log law -0.14318, PBE 0.00004
toy functional, C = 0.01: W_c(0.25) = -0.01011, W_c(1) = -0.00506
PBE exchange -1.01297, PBE0 start of curve -1.01583
every check passed
```
